**Positive-energy projection of a compact Dirac box**

The program tests the mechanism and the formulas behind the statement that a nonzero positive-energy state of the free Dirac equation cannot have compact support or decay exponentially faster than κ = mc/ħ. Here R is the box radius, 1/κ is the reduced Compton length, K₁ and K₂ are Macdonald functions, and k is the carrier momentum of a boosted box. It asserts the Fourier transforms of the kernel, the spinor relations, and the reversal of sign of the energy after one circuit around its branch point. It also asserts that the projected fields agree with direct momentum integrals, that norms agree in position and momentum space, and that the far-tail law, the narrow-box limit and the boost formula hold within stated tolerances. For R = 0.001 angstrom, projection retains 0.560 of the norm, and 0.248 of the retained part lies outside the box, mostly within 2R. For boosted boxes the upper bound on the outside fraction falls to 0.0048 at kR = 100, so the Compton length is not a minimum size. The theorem itself is proved analytically; the program tests its key step and the formulas for the box, not every possible state.

## Numerical verification

```python
# RESULT UNDER TEST: a nonzero positive-energy state of the free Dirac equation
# cannot have compact support, nor decay faster than exp(-kappa r), kappa = m c.
# The projector kernel (hbar = m = 1) is
#   delta/2 + kappa^2/(4 pi^2 r) [beta K1(kappa r) + i alpha.rhat K2(kappa r)].
# It is applied to a ball-shaped box of radius R with one upper spin component.
# Symbols: a = kappa R, x = kappa r, d = x - a (signed distance from the surface),
#   F = kappa f and Fp = df/dr, where f = (p^2 + kappa^2)^(-1/2) acting on the box.
#   Projected upper amplitude: N (theta + F)/2; lower amplitude: N |Fp|/2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, k1, kn, spherical_jn

bohr = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
c_au = 1.0 / const.alpha
compton = bohr / c_au                                         # angstrom
rest = const.m_e * const.c**2 / const.e                       # eV


def unit_gauss(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (t + 1), 0.5 * w


V60, W60 = unit_gauss(60)
V8, W8 = unit_gauss(8)


def panels(edges):
    h = np.diff(edges)
    return ((edges[:-1, None] + h[:, None] * V8).ravel(),
            (h[:, None] * W8).ravel())


def fields(a, d):
    """F and Fp at x = a + d; all entries of d have one sign."""
    x = a + d
    if d[0] > 0:
        span = np.log((x + a) / d)[:, None]
        u = d[:, None] * np.exp(span * V60)
        kw = k0(u) * u * span * W60
        j_zero = kw.sum(axis=1)
        j_one = ((x[:, None] - u) * kw).sum(axis=1)
    else:
        j_zero, j_one = np.zeros_like(x), np.zeros_like(x)
        for side, length in ((1, -d), (-1, x + a)):
            u = length[:, None] * V60**4
            kw = k0(u) * 4 * length[:, None] * V60**3 * W60
            j_zero += kw.sum(axis=1)
            j_one += ((x[:, None] + side * u) * kw).sum(axis=1)
    slope = j_zero - a * (k0(np.abs(d)) + k0(x + a))
    return j_one / (np.pi * x), (slope - j_one / x) / (np.pi * x)


def weight(a, near, far, sign):
    """Norm of the projected box between two distances from the surface."""
    dist, w = panels(np.geomspace(near, far, 81))
    F, Fp = fields(a, sign * dist)
    upper = F + (1.0 if sign < 0 else 0.0)
    x = a + sign * dist
    return np.sum(w * 3 / (4 * a**3) * x**2 * (upper**2 + Fp**2))


# Momentum grid y = p R and the momentum distribution of the box
Y, WY = panels(np.linspace(0, 20000, 40001))
J1Y = spherical_jn(1, Y)
BOX = WY * 6 / np.pi * J1Y**2


def retained_norm(a):
    return 0.5 * (1 + np.sum(BOX * a / np.sqrt(Y**2 + a**2)))


def overlap_average(q, k, a):
    """Angular mean of <u_k| sign H(k+q) |u_k>, momenta in units 1/R."""
    s1, s2 = np.sqrt(a**2 + (k - q)**2), np.sqrt(a**2 + (k + q)**2)
    top = (k**2 + a**2 - q**2) / 2 * (s2 - s1) + (s2**3 - s1**3) / 6
    return top / (2 * k * q * np.sqrt(k**2 + a**2))


def negative_norm(k, a):
    return 0.5 * (1 - np.sum(BOX * overlap_average(Y, k, a)))


# Test: Fourier transforms of the two Macdonald kernels (kappa = 1)
for p in (0.7, 3.0):
    scalar = quad(lambda s: s * spherical_jn(0, p * s) * k1(s), 0, 40, limit=200)[0]
    vector = quad(lambda s: s * spherical_jn(1, p * s) * kn(2, s), 0, 40, limit=200)[0]
    assert abs(2 / np.pi * scalar - 1 / np.hypot(1, p)) < 1e-7
    assert abs(2 / np.pi * vector - p / np.hypot(1, p)) < 1e-7

# Test: spinor algebra by diagonalization (energies in m c^2, momenta in m c)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1]).astype(complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


def dirac(p):
    return sum(p[i] * alpha[i] for i in range(3)) + beta


pv, kv = np.array([0.4, -1.1, 0.8]), np.array([1.3, 0.2, -0.5])
ep, ek = np.sqrt(1 + pv @ pv), np.sqrt(1 + kv @ kv)
vals, vecs = np.linalg.eigh(dirac(pv))
sign_h = (vecs * np.sign(vals)) @ vecs.conj().T
u_k = np.linalg.eigh(dirac(kv))[1][:, 3]
assert abs(np.vdot(u_k, sign_h @ u_k) - (pv @ kv + 1) / (ep * ek)) < 1e-12
sigma_p = sum(pv[i] * pauli[i] for i in range(3))
assert np.allclose(vecs[2:, 3], sigma_p @ vecs[:2, 3] / (ep + 1), atol=1e-12)

# Test: following an eigenvalue once round the branch point reverses its sign
centre = 1j * np.sqrt(1 + 0.3**2 + 0.4**2)
followed = None
for angle in np.linspace(-np.pi / 2, 1.5 * np.pi, 801):
    ev = np.linalg.eigvals(dirac([centre + 0.5 * np.exp(1j * angle), 0.3, 0.4]))
    if followed is None:
        followed = start = ev[np.argmax(ev.real)]
    else:
        followed = ev[np.argmin(abs(ev - followed))]
assert start.real > 0.5 and abs(followed + start) < 1e-6

# Test: position-space fields against direct momentum integrals; the Gaussian
# damps the oscillating tail and blurs the fields by only about R/3000
R_main = 0.001
a_main = R_main / compton
damp = WY * np.exp(-(Y / 3000)**2) / np.sqrt(Y**2 + a_main**2)
for rho in (0.5, 1.5, 3.0):
    F, Fp = fields(a_main, np.array([a_main * (rho - 1)]))
    F_mom = 2 * a_main / np.pi * np.sum(damp * Y * spherical_jn(0, rho * Y) * J1Y)
    Fp_mom = -2 / np.pi * np.sum(damp * Y**2 * spherical_jn(1, rho * Y) * J1Y)
    assert abs(F[0] - F_mom) < 2e-6 and abs(Fp[0] - Fp_mom) < 2e-6

# Test: far-tail law; corrections are of relative order 1/x = 1/200
x_far = 200.0
F, Fp = fields(a_main, np.array([x_far - a_main]))
tail = (np.sqrt(np.pi / (2 * x_far)) * np.exp(-x_far) / (np.pi * x_far)
        * 2 * (a_main * np.cosh(a_main) - np.sinh(a_main)))
assert abs(F[0] / tail - 1) < 0.01 and abs(-Fp[0] / F[0] - 1) < 0.01


# Test: narrow-box limit, where the mass drops out
def massless_slope(x):
    log = np.log((1 + x) / abs(1 - x))
    return (1 - (1 + x**2) * log / (2 * x)) / (np.pi * x)


def massless_part(lo, hi):
    return 3 * quad(lambda x: (x * massless_slope(x))**2, lo, hi, limit=200)[0]


limit_out = massless_part(1, 2) + massless_part(2, 200)
assert abs(massless_part(0, 1) + limit_out - 1) < 1e-5
limit_fraction = limit_out / 4 / 0.5
limit_beyond_2R = massless_part(2, 200) / 4 / 0.5
a_tiny = 1e-3
tiny = weight(a_tiny, 1e-10 * a_tiny, 40, 1) / retained_norm(a_tiny)
assert abs(tiny / limit_fraction - 1) < 3e-3      # correction of order a_tiny

# Test: boosted-box formula against angular quadrature and the unboosted norm
direct = quad(lambda m: 0.5 * (100 + 20 * m + a_main**2)
              / np.sqrt(a_main**2 + 104 + 40 * m)
              / np.sqrt(100 + a_main**2), -1, 1)[0]
assert abs(direct - overlap_average(2.0, 10.0, a_main)) < 1e-9
assert abs(negative_norm(1e-3, a_main) + retained_norm(a_main) - 1) < 1e-5

print(f"speed of light c = {c_au:.6f} atomic units")
print(f"reduced Compton length 1/c = {compton:.8f} angstrom")
print(f"reduced Compton length 1/c = {1 / c_au:.8f} bohr")
print(f"rest energy = {rest:.2f} eV; gap 2mc^2 = {2 * rest:.2f} eV")
print("Kernel functions at x = kappa r (dimensionless):")
for x in (0.1, 1.0, 5.0, 10.0):
    print(f" x={x:4.1f} K1={k1(x):.5e} K2={kn(2, x):.5e}"
          f" K2/(2/x^2)={kn(2, x) * x**2 / 2:.5f}")

print("Projected boxes; fractions are of the retained norm:")
for R in (0.001, 0.01, 0.1):
    a = R / compton
    norm = retained_norm(a)
    inside = weight(a, 1e-10 * a, a, -1)
    outside = weight(a, 1e-10 * a, 40, 1)
    assert abs(inside + outside - norm) < 2e-5    # both spaces agree
    assert outside < 1 - norm                     # bound by the negative part
    print(f" R={R:.3f} angstrom: R/Compton={a:.5f} retained norm={norm:.5f}")
    print(f"   fraction outside R = {outside / norm:.5f}")
    print(f"   fraction beyond 2R = {weight(a, a, a + 40, 1) / norm:.4e}")
    for n in (1, 2, 5):
        print(f"   fraction beyond R + {n} Compton lengths ="
              f" {weight(a, n, 40, 1) / norm:.4e}")

print(f"narrow limit: fraction outside R = {limit_fraction:.5f}")
print(f"narrow limit: fraction beyond 2R = {limit_beyond_2R:.5f}")

print("R=0.001 angstrom, normalized densities in angstrom^-3:")
norm = retained_norm(a_main)
scale = 3 / (4 * np.pi * R_main**3) / 4 / norm
for r in (0.002, 0.005, 0.01, 0.02, 0.04):
    F, Fp = fields(a_main, np.array([(r - R_main) / compton]))
    print(f" r={r:.3f} angstrom upper={scale * F[0]**2:.4e}"
          f" lower={scale * Fp[0]**2:.4e} |lower/upper| amp={-Fp[0] / F[0]:.4f}")

print("Boosted box, R=0.001 angstrom; bound on fraction outside R:")
bounds = []
for kR in (1.0, 10.0, 100.0):
    neg = negative_norm(kR, a_main)
    bounds.append(neg / (1 - neg))
    print(f" kR={kR:5.0f} energy at k={rest * np.hypot(1, kR / a_main):.4e} eV"
          f" negative norm={neg:.5f} bound={bounds[-1]:.5f}")
assert bounds[0] > bounds[1] > bounds[2] and bounds[2] < 0.05
print("verified")
```

Printed output:

```
speed of light c = 137.035999 atomic units
reduced Compton length 1/c = 0.00386159 angstrom
reduced Compton length 1/c = 0.00729735 bohr
rest energy = 510998.95 eV; gap 2mc^2 = 1021997.90 eV
Kernel functions at x = kappa r (dimensionless):
 x= 0.1 K1=9.85384e+00 K2=1.99504e+02 K2/(2/x^2)=0.99752
 x= 1.0 K1=6.01907e-01 K2=1.62484e+00 K2/(2/x^2)=0.81242
 x= 5.0 K1=4.04461e-03 K2=5.30894e-03 K2/(2/x^2)=0.06636
 x=10.0 K1=1.86488e-05 K2=2.15098e-05 K2/(2/x^2)=0.00108
Projected boxes; fractions are of the retained norm:
 R=0.001 angstrom: R/Compton=0.25896 retained norm=0.55993
   fraction outside R = 0.24817
   fraction beyond 2R = 9.8430e-03
   fraction beyond R + 1 Compton lengths = 3.1874e-04
   fraction beyond R + 2 Compton lengths = 1.5736e-05
   fraction beyond R + 5 Compton lengths = 1.1717e-08
 R=0.010 angstrom: R/Compton=2.58961 retained norm=0.83305
   fraction outside R = 0.08854
   fraction beyond 2R = 4.4317e-05
   fraction beyond R + 1 Compton lengths = 2.3071e-03
   fraction beyond R + 2 Compton lengths = 1.8056e-04
   fraction beyond R + 5 Compton lengths = 1.9365e-07
 R=0.100 angstrom: R/Compton=25.89605 retained norm=0.98158
   fraction outside R = 0.00927
   fraction beyond 2R = 5.2510e-27
   fraction beyond R + 1 Compton lengths = 3.1981e-04
   fraction beyond R + 2 Compton lengths = 2.7525e-05
   fraction beyond R + 5 Compton lengths = 3.3419e-08
narrow limit: fraction outside R = 0.28267
narrow limit: fraction beyond 2R = 0.01285
R=0.001 angstrom, normalized densities in angstrom^-3:
 r=0.002 angstrom upper=1.5534e+04 lower=3.3898e+05 |lower/upper| amp=4.6714
 r=0.005 angstrom upper=1.2638e+02 lower=6.7200e+02 |lower/upper| amp=2.3059
 r=0.010 angstrom upper=9.6470e-01 lower=2.5402e+00 |lower/upper| amp=1.6227
 r=0.020 angstrom upper=6.0296e-04 lower=1.0219e-03 |lower/upper| amp=1.3018
 r=0.040 angstrom upper=2.2396e-09 lower=2.9520e-09 |lower/upper| amp=1.1481
Boosted box, R=0.001 angstrom; bound on fraction outside R:
 kR=    1 energy at k=2.0384e+06 eV negative norm=0.33945 bound=0.51389
 kR=   10 energy at k=1.9739e+07 eV negative norm=0.04764 bound=0.05003
 kR=  100 energy at k=1.9733e+08 eV negative norm=0.00477 bound=0.00480
verified
```
